# Acid-catalysed deprotection with reversible protonation: linear and saturating rates

A heated resist film contains protected groups P, free acid protons H and protonated groups C. A group is deprotected, giving D, by the scheme

$$\mathrm{P+H}\;\underset{k_{\rm off}}{\overset{k_{\rm on}}{\rightleftharpoons}}\;\mathrm{C},\qquad \mathrm{C}\xrightarrow{\;k_2\;}\mathrm{D+H}.$$

The second step breaks the bond, is irreversible and returns the proton. The number densities of P, H and C are $p$, $h$ and $c$. The total acid is $a=h+c$, and the groups not yet deprotected number $s=p+c$ per volume. The quantity of interest is the apparent rate per remaining group,

$$k_{\rm app}=-\frac1s\frac{ds}{dt}.$$

The film is uniform and at constant temperature, all groups are equivalent, mixing is ideal, no acid is lost, and the products do not bind protons. The constant $k_{\rm on}$ includes the transport needed for a proton to meet a group. The algebra uses atomic units, so $\hbar=1$, and $T$ denotes the thermal energy. Numerical energies are in eV and densities in Å$^{-3}$.

**(a) Without cleavage, what relation links $h$, $p$ and $c$ at equilibrium?**

Let a volume $V$ hold $M$ groups and $N$ protons, $n$ of them bound. A free proton has partition function $q_f$ per unit volume, and binding contributes a factor $q_b$. The $n$ occupied groups can be chosen in $\binom Mn$ ways, and the free protons form an ideal gas of $N-n$ identical particles. The statistical weight is therefore

$$W_n=\binom Mn q_b^{\,n}\,\frac{(Vq_f)^{N-n}}{(N-n)!}.$$

Define $K=q_f/q_b$, which is a density. Dividing successive weights gives

$$\frac{W_n}{W_{n-1}}=\frac{M-n+1}{n}\,\frac{N-n+1}{KV}.$$

This ratio falls as $n$ grows, so there is a single peak, located where the ratio is one. For large numbers the added ones are negligible and $(M-n)(N-n)=nKV$. Division by $V^2$ gives

$$hp=Kc. \tag{1}$$

The peak is narrow. The slope of $\ln(W_n/W_{n-1})$ is $-[1/(M-n)+1/(N-n)+1/n]$, so the variance of $n$ is the inverse of the bracket. It is less than $n$, and the relative width is below $n^{-1/2}$.

At equilibrium binding and release balance, $k_{\rm on}hp=k_{\rm off}c$, so $K=k_{\rm off}/k_{\rm on}$. A binding free energy $B$ at a reference density $n_0$ is defined by

$$K=n_0e^{-B/T}. \tag{2}$$

A positive $B$ favours binding at the reference density.

**(b) Express $k_2$ through a free-energy barrier.**

Let $x$ be the coordinate along which the bond breaks, with mass $m$ and momentum $P_x$. The barrier top lies at energy $U$ above the minimum of C. Let $Z_C$ be the partition function of C, and $Q^\ddagger$ that of the other coordinates at the top. Systems with $P_x>0$ that cross during $dt$ lie in a strip of width $(P_x/m)\,dt$. Phase space is counted in cells of size $2\pi\hbar=2\pi$. If every crossing leads to products and tunnelling is neglected, then

$$k_2=\frac{Q^\ddagger e^{-U/T}}{Z_C}\int_0^\infty\frac{dP_x}{2\pi}\frac{P_x}{m}e^{-P_x^2/2mT}.$$

With $u=P_x^2/2m$ and $du=(P_x/m)\,dP_x$, the integral is $(2\pi)^{-1}\int_0^\infty e^{-u/T}du=T/2\pi$; the mass has dropped out of this integral, although it still enters the rate through $Z_C$. Defining $G=U-T\ln(Q^\ddagger/Z_C)$ gives

$$k_2=\frac{T}{2\pi}e^{-G/T}. \tag{3}$$

For proton release we write $k_{\rm off}=(T/2\pi)e^{-G_{\rm off}/T}$ in the same form. Here $G_{\rm off}$ is an effective barrier, which also accounts for protons recaptured before they escape, since $k_{\rm on}$ includes transport.

**(c) When is protonation fast, and what is $k_{\rm app}$ then?**

Mass action gives

$$\frac{ds}{dt}=-k_2c,\qquad \frac{dc}{dt}=k_{\rm on}\big[(a-c)(s-c)-Kc\big]-k_2c. \tag{4}$$

The first equation holds because protonation moves a group between P and C without changing $s$. Now suppose that $c$ is displaced by $\delta$ from its equilibrium value at fixed $s$. The derivative of the square bracket with respect to $c$ is $-(a-c)-(s-c)-K$, so without cleavage

$$\frac{d\delta}{dt}=-r\delta,\qquad r=k_{\rm on}(h+p+K).$$

Protonation is fast when $r\gg k_2$. Since $r>k_{\rm on}K=k_{\rm off}$, the condition $k_2\ll k_{\rm off}$ is sufficient at any composition.

To leading order $c$ then follows equation (1) as $s$ slowly falls. Putting $p=s-c$ into $hp=Kc$ gives $hs=(K+h)c$, and so

$$k_{\rm app}=k_2\frac cs=k_2\frac{h}{K+h}. \tag{5}$$

The fraction is the probability that a remaining group is protonated. It involves the free acid. To use the total acid, expand $(a-c)(s-c)=Kc$:

$$c^2-bc+as=0,\qquad b=a+s+K.$$

The smaller root is required, because the product of the roots is $as$ and $c$ cannot exceed either $a$ or $s$. Multiplying numerator and denominator by the conjugate gives

$$c=\frac{b-\sqrt{b^2-4as}}2=\frac{2as}{b+\sqrt{b^2-4as}}. \tag{6}$$

The first correction measures the quality of this approximation. Differentiating $(a-c)(s-c)=Kc$ with respect to $s$ gives

$$-p\frac{dc}{ds}+h\left(1-\frac{dc}{ds}\right)=K\frac{dc}{ds},\qquad \frac{dc}{ds}=\frac{h}{h+p+K}.$$

Equilibrium would thus require $c$ to change at the rate $-k_2c\,h/(h+p+K)$. The actual rate is $-r\delta-k_2c$, where the slow change of the small quantity $\delta$ itself is neglected. Equating the two rates gives

$$\frac{\delta}{c}=-\frac{k_2}{r}\left(1-\frac{h}{h+p+K}\right)=-\frac{k_2(K+p)}{k_{\rm on}(h+p+K)^2}. \tag{7}$$

The density of C lies below its equilibrium value because only then does protonation exceed release and partly replace the groups lost by cleavage. At this order the relative deficit is smaller than $k_2/k_{\rm off}$.

**(d) Find the limits of $k_{\rm app}$ in total acid. When may $h$ be replaced by $a$ in equation (5)?**

For $a\ll K+s$ few groups are protonated, so $p\simeq s$. Then $(a-c)s\simeq Kc$, or $c\simeq as/(K+s)$, and

$$k_{\rm app}\simeq \frac{k_2}{K+s}\,a. \tag{8}$$

The catalysis is linear in acid, but its slope depends on the remaining groups because they compete for the same protons. For $a\gg K+s$ the free acid is at least $a-s$, which is much larger than $K$. Nearly every group is protonated, and $k_{\rm app}\to k_2$. More acid cannot accelerate the cleavage of groups that are already protonated.

Replacing $h$ by $a$ gives the hyperbola $k_{\rm hyp}=k_2a/(K+a)$. To find its error, write the quadratic as $c(b-c)=as$. Since $b-c=a+K+p$,

$$\frac{k_{\rm app}}{k_{\rm hyp}}=\frac{K+a}{K+a+p},\qquad 1-\frac{k_{\rm app}}{k_{\rm hyp}}=\frac{p}{K+a+p}<\frac{s}{K+a+s}. \tag{9}$$

The hyperbola overestimates the rate, by a small fraction of itself when $p\ll K+a$. The condition $s\ll K+a$ is sufficient for this and is met late in the reaction, whatever the initial loading. It is not necessary: with strong binding and acid in excess of the groups, $p$ is small even when $s$ is comparable to $a$.

The local order in acid is $\nu=d\ln k_{\rm app}/d\ln a$ at fixed $s$. The equilibrium condition is symmetric in $a$ and $s$, so $dc/da=p/(h+p+K)$ and

$$\nu=\frac{ap}{c(h+p+K)}. \tag{10}$$

Late in the reaction $h\to a$ and $p\to0$, while $p/c=K/h\to K/a$. Hence $\nu\to K/(K+a)$, which goes from one at low acid to zero at high acid.

Proton binding by the products would change these results. If they bind with dissociation density $K_D$ and have density $d$, the low-acid balance is $a=h(1+s/K+d/K_D)$, and the slope becomes $k_2/(K+s+Kd/K_D)$. For $K_D=K$ it stays at $k_2/(K+s_0)$ throughout, where $s_0$ is the initial group density, because each product replaces a group as a competitor.

**(e) How does the conversion proceed in time?**

Start from a film already at protonation equilibrium, with $s=s_0$ and $p=p_0$. It is convenient to use $p$ as the variable. From $(a-c)p=Kc$,

$$c=\frac{ap}{K+p},\qquad s=p+\frac{ap}{K+p},\qquad ds=\left[1+\frac{aK}{(K+p)^2}\right]dp.$$

Then $dt=-ds/(k_2c)$ becomes

$$k_2a\,dt=-\left[\frac{K+p}{p}+\frac{aK}{p(K+p)}\right]dp.$$

The first term is $K/p+1$. The second is $a[1/p-1/(K+p)]$. Integration from $p_0$ down to $p$ gives

$$k_2at=K\ln\frac{p_0}{p}+p_0-p+a\ln\frac{p_0(K+p)}{p(K+p_0)}. \tag{11}$$

At late times the logarithms of $1/p$ dominate, with total coefficient $K+a$. The decay is then exponential with rate $k_2a/(K+a)$, in agreement with part (d). For $a\ll K$, a stricter condition than that of equation (8), $p\simeq s$ and the last term is negligible throughout the decay:

$$k_2at\simeq K\ln\frac{s_0}{s}+s_0-s. \tag{12}$$

If $s_0\gg K$, the decay begins linearly in time, since nearly all the acid is bound and the number of protonated groups is fixed by the acid. It becomes exponential when $s$ falls below $K$. The ratio of the times for three-quarter and half conversion distinguishes the cases: it is $3/2$ for a linear decay and $2$ for an exponential one.

**(f) Do a linear rise and a plateau prove that protonation is fast?**

Take few remaining groups, so that $h\simeq a$, but allow any ratio $k_2/k_{\rm off}$. The equations are then linear:

$$\dot p=-k_{\rm on}a\,p+k_{\rm off}c,\qquad \dot c=k_{\rm on}a\,p-(k_{\rm off}+k_2)c.$$

A solution proportional to $e^{-\lambda t}$ requires $(k_{\rm on}a-\lambda)(k_{\rm off}+k_2-\lambda)=k_{\rm on}a\,k_{\rm off}$. With $\sigma=k_{\rm on}a+k_{\rm off}+k_2$ this is

$$\lambda^2-\sigma\lambda+k_{\rm on}a\,k_2=0.$$

The smaller root governs the late decay:

$$\lambda=\frac{2k_{\rm on}a\,k_2}{\sigma+\sqrt{\sigma^2-4k_{\rm on}a\,k_2}}. \tag{13}$$

For $a\to0$ the square root tends to $\sigma$ and $\sigma\to k_{\rm off}+k_2$. For $a\to\infty$ it again approaches $\sigma$, now with $\sigma\simeq k_{\rm on}a$. Therefore

$$\lambda\to\frac{k_{\rm on}k_2}{k_{\rm off}+k_2}\,a\quad(a\to0),\qquad \lambda\to k_2\quad(a\to\infty).$$

Both limits exist for any ratio $k_2/k_{\rm off}$, so a linear rise and a plateau do not prove that protonation is fast at low acid. At high enough acid it always is, because $r>k_{\rm on}a$ here. The slope of the rise does depend on the ratio. It is $k_2/K$ if $k_2\ll k_{\rm off}$, half of that if $k_2=k_{\rm off}$, and $k_{\rm on}$ if $k_2\gg k_{\rm off}$, where nearly every protonation leads to cleavage. The curve between the limits changes too. At the acid density where the extrapolated initial line reaches $k_2$, equation (13) gives $\lambda/k_2=0.50$ for $k_2\ll k_{\rm off}$ and $0.59$ for $k_2=k_{\rm off}$, and the value approaches one for $k_2\gg k_{\rm off}$.

**(g) What activation energy does the late rate show?**

Return to fast protonation and define $E=T^2\,d\ln k/dT$ for $k=k_2a/(K+a)$. Let $G$, $B$ and $n_0$ be independent of temperature. This is a model choice that sets the entropic parts of $G$ and $B$ to zero. It can hold for only one reference density, since at fixed $K$ a change from $n_0$ to $n_0'$ shifts $B$ by $T\ln(n_0'/n_0)$. It also fails for a classical harmonic bond coordinate of frequency $\omega$ alone, where $Z_C=T/\omega$, $k_2=(\omega/2\pi)e^{-U/T}$ and the activation energy is $U$. Equation (3) gives $T^2\,d\ln k_2/dT=T+G$. Equation (2) gives $dK/dT=KB/T^2$, so the factor $a/(K+a)$ contributes $-KB/(K+a)$. Thus

$$E=T+G-\frac{K}{K+a}B. \tag{14}$$

At low acid $E=T+G-B$: heating speeds cleavage but also releases protons from the groups. At high acid the groups stay protonated and $E=T+G$. Without the assumption above, $T+G$ is replaced by $T^2\,d\ln k_2/dT$ and $B$ by $T^2\,d\ln K/dT$, a binding enthalpy that does not depend on $n_0$. For an ideal-gas $q_f\propto T^{3/2}$ and $q_b=e^{\varepsilon/T}$, with binding energy $\varepsilon$, it is $\varepsilon+3T/2$. One activation energy therefore cannot serve for all acid densities unless $T^2\,d\ln K/dT$ is small compared with the required accuracy.

**(h) Evaluate the results for a model film.**

Take $T=0.032$ eV (371 K), $G=1.05$ eV, $G_{\rm off}=0.85$ eV, $B=0.08$ eV, $n_0=0.01$ Å$^{-3}$ and $s_0=0.002$ Å$^{-3}$. These are round model parameters, not data for a particular resist. The ideal gas of free protons also ignores the counter-anions of the acid. At this temperature and a dielectric constant of 3, two unit charges interact with energy $T$ at about 150 Å, several times or more the mean ion spacing at every density below, so in a real film ion pairing would modify the dependence on $a$. Equations (2) and (3) give

$$K=0.01\,e^{-0.08/0.032}=8.21\times10^{-4}\ \text{Å}^{-3},$$

$$\hbar k_2=\frac{0.032}{2\pi}e^{-1.05/0.032}=2.86\times10^{-17}\ \text{eV},$$

or $k_2=0.0435\ \mathrm{s^{-1}}$. The ratio $k_2/k_{\rm off}=e^{-0.20/0.032}=1.9\times10^{-3}$ is small, so protonation is fast.

For $a=10^{-3}$ Å$^{-3}$, $b=0.001+0.002+0.000821=0.003821$ Å$^{-3}$. Equation (6) gives $c=6.26\times10^{-4}$ Å$^{-3}$, and initially $k_{\rm app}/k_2=c/s_0=0.313$. The late value is $a/(K+a)=0.001/0.001821=0.549$. The table gives these ratios for four acid densities, with the half-conversion time $t_{1/2}$ and the three-quarter time $t_{3/4}$ from equation (11).

| $a$ (Å$^{-3}$) | initial $k_{\rm app}/k_2$ | late $k_{\rm app}/k_2$ | $t_{1/2}$ (s) | $t_{3/4}/t_{1/2}$ |
|---|---|---|---|---|
| $10^{-5}$ | 0.0035 | 0.0120 | 3610 | 1.68 |
| $10^{-4}$ | 0.0351 | 0.109 | 367 | 1.69 |
| $10^{-3}$ | 0.313 | 0.549 | 43.7 | 1.81 |
| $10^{-2}$ | 0.909 | 0.924 | 17.4 | 1.99 |

The last row has five protons per protected group and serves as a formal probe of the plateau.

Between the first two rows the initial rate rises almost tenfold, as linear catalysis requires. Between the last two it rises by a factor of only 2.9. The initial orders from equation (10) are 0.999, 0.989, 0.854 and 0.109 down the table.

In the first row the late rate is 3.4 times the initial one. Equation (8) accounts for this: the slope changes from $k_2/(K+s_0)$ to $k_2/K$, a factor $2.82/0.82=3.4$. The half-time in this row also follows from equation (12):

$$k_2t_{1/2}\simeq\frac{K\ln2+s_0/2}{a}=\frac{5.69\times10^{-4}+1.00\times10^{-3}}{10^{-5}}=157.$$

The time ratio 1.68 lies between the linear and exponential values because $s_0$ is only a few times $K$. At the highest acid the ratio is close to 2, since $p\ll K+a$ from the start and $k_{\rm app}/k_2$ changes only from 0.909 to 0.924 during the decay.

The late activation energy from equation (14) rises from 1.003 eV at the lowest acid to 1.076 eV at the highest. This range is slightly smaller than $B$ because neither end has fully reached its limit.

The absolute times depend strongly on the barrier: a change of $G$ by $T=0.032$ eV changes them by a factor $e$. The ratios in the table do not depend on $G$ as long as protonation remains fast.

Numbers in the example were calculated in double precision.
